\section*{The Kane-Swanson slope for a wafer with identical diffused surfaces}

\section{What the measurement must separate}

A lightly doped wafer has a thin, heavily doped layer on each face. Steady light creates electron-hole pairs, and a conductance measurement gives their mean excess density. The resulting effective lifetime contains recombination in the wafer and in both diffused layers. The layer contribution can be isolated because it varies with density differently from defect recombination and from the main part of Auger recombination.

Let $W$ be the thickness of the lightly doped region, $N$ its net donor density and $\Delta n=\Delta p$ the excess density. Equality of the two excess densities expresses charge neutrality. Carriers stored in the thin layers are neglected. For uniform generation rate $G$ in steady state, define
\begin{equation}
\frac{1}{\tau_{\rm eff}}=\frac{G}{\overline{\Delta n}},
\end{equation}
where the bar is an average over thickness. Each face has recombination parameter $J_0$, in current per area; it is not the sum for the two faces. Boltzmann statistics are used, and $q>0$ is the elementary charge.

\section{Recombination in one diffused layer}

Take an n-type layer of uniform donor density $N_E$, depth $d$ and effective intrinsic density $n_{ie}$. Its equilibrium hole density is $p_E=n_{ie}^2/N_E$. If the excess hole density $\delta$ is much smaller than $N_E$, the normalized excess product is
\begin{equation}
u\equiv\frac{pn}{n_{ie}^2}-1
\simeq\frac{N_E(p_E+\delta)}{n_{ie}^2}-1
=\frac{N_E\delta}{n_{ie}^2}.
\label{eq:u}
\end{equation}

Let $z=0$ be the outer face and $z=d$ the junction. Holes have diffusivity $D_E$ and lifetime $\tau_E$, and recombine at the outer face with velocity $S$. Hence
\begin{equation}
D_E\delta''=\frac{\delta}{\tau_E},\qquad D_E\delta'(0)=S\delta(0).
\end{equation}
The positive sign in the boundary condition follows because holes travel towards decreasing $z$, so their density increases with $z$. With $L=\sqrt{D_E\tau_E}$ and $s=SL/D_E$, the solution is
\begin{equation}
\delta(z)=\delta(0)\left[\cosh(z/L)+s\sinh(z/L)\right].
\end{equation}
The recombination current entering at the junction has magnitude $J=qD_E\delta'(d)$. Dividing by $\delta(d)$ and using $\delta(d)=n_{ie}^2u/N_E$ gives
\begin{align}
J&=J_0u,\label{eq:law}\\
J_0&=\frac{qn_{ie}^2}{N_E}\frac{D_E}{L}
\frac{s\cosh(d/L)+\sinh(d/L)}{\cosh(d/L)+s\sinh(d/L)}.
\label{eq:j0}
\end{align}
Thus $J_0$ contains recombination both inside the layer and at its outer face. It is constant while the layer remains in low injection, even if the wafer is highly injected.

The wafer has a different intrinsic density, $n_i$. The link between the regions is the separation of the quasi-Fermi levels, $\Delta\mu$: the product is $n_{ie}^2e^{\Delta\mu/kT}$ in the layer and $n_i^2e^{\Delta\mu/kT}$ in the wafer. If $\Delta\mu$ changes little across the junction, then
\begin{equation}
J=J_0\left(\frac{pn}{n_i^2}-1\right)_{\rm wafer\ edge}.
\label{eq:edge}
\end{equation}

\section{From pair balance to the slope}

In the wafer $n=N+\Delta n$ and $p=p_0+\Delta n$, with $Np_0=n_i^2$. Expansion gives
\begin{align}
pn-n_i^2&=(N+\Delta n)(p_0+\Delta n)-Np_0\nonumber\\
&=\Delta n(N+p_0+\Delta n)\simeq\Delta n(N+\Delta n),
\end{align}
where the last form uses $p_0\ll N$. Each face therefore removes a pair flux
\begin{equation}
F=\frac{J}{q}=\beta\Delta n(N+\Delta n),\qquad
\beta=\frac{J_0}{qn_i^2}.
\label{eq:flux}
\end{equation}

For a flat profile, generation in the thickness balances bulk recombination and loss at two faces:
\begin{equation}
GW=R_{\rm bulk}W+2F.
\end{equation}
Division by $W\Delta n$ yields
\begin{equation}
\frac{1}{\tau_{\rm eff}}=
\frac{1}{\tau_{\rm SRH}}+\frac{1}{\tau_{\rm Auger}}
+\frac{1}{\tau_{\rm rad}}
+\frac{2J_0}{qn_i^2W}(N+\Delta n).
\label{eq:balance}
\end{equation}
Here SRH denotes Shockley-Read-Hall recombination through defects. Radiative recombination must be subtracted along with Auger recombination: its inverse lifetime is $B(N+\Delta n)$, which is also linear in $\Delta n$ and cannot be distinguished from the surface term by a straight-line fit. The corrected rate is
\begin{equation}
Y=\frac{1}{\tau_{\rm eff}}-\frac{1}{\tau_{\rm Auger}}
-\frac{1}{\tau_{\rm rad}}.
\end{equation}
When $1/\tau_{\rm SRH}$ is constant, differentiation gives the Kane-Swanson slope,
\begin{equation}
m=\frac{dY}{d\Delta n}=\frac{2J_0}{qn_i^2W},\qquad
J_0=\frac{mqn_i^2W}{2}.
\label{eq:slope}
\end{equation}
The factor two counts the faces. If they differ, a flat profile presents the same $pn$ to both, and $2J_0$ is replaced by the sum of their parameters. The slope then gives the sum but not its division.

\section{Why high injection is needed}

The surface term in \eqref{eq:balance} is linear for any ratio $\Delta n/N$ within the stated model. High injection is needed to make the SRH contribution nearly constant. For one defect level in n-type material,
\begin{equation}
\frac{1}{\tau_{\rm SRH}}=\frac{N+\Delta n}{A+T\Delta n},
\qquad T=\tau_p+\tau_n,
\end{equation}
with $A=\tau_p(N+n_1)+\tau_n(p_0+p_1)$. The capture lifetimes are $\tau_n,\tau_p$, and $n_1,p_1$ are the carrier densities obtained with the Fermi level at the defect level. The quotient rule gives
\begin{align}
\frac{d}{d\Delta n}\frac{1}{\tau_{\rm SRH}}
&=\frac{A+T\Delta n-T(N+\Delta n)}{(A+T\Delta n)^2}\nonumber\\
&=\frac{A-TN}{(A+T\Delta n)^2}.
\label{eq:srh}
\end{align}
At large density the rate approaches $1/T$ and its slope falls as $\Delta n^{-2}$. For a midgap defect with $n_1,p_1\ll N$ and both $\tau_p/\tau_n$ and $\tau_n/\tau_p$ well below $N/n_i$, $A\simeq\tau_pN$ and the slope is negative. A shallow defect can make $A>TN$ and the slope positive; its rate then levels off only when $T\Delta n\gg A$, which can lie far beyond $\Delta n\gg N$. The condition that matters is that the slope \eqref{eq:srh} be small compared with $m$.

The opposite limit shows what goes wrong. As $\Delta n\to0$, the midgap result tends to $-\tau_n/(\tau_p^2N)$. With $\tau_n=\tau_p=1$ ms and $N=10^{14}\ \mathrm{cm^{-3}}$, this is $-10^{-11}\ \mathrm{cm^3/s}$, about 60 times the surface slope in the example below. The surface term is still linear there, but the total rate does not reveal it.

The Auger inverse lifetime, with coefficients $C_n$ and $C_p$ and $p_0$ neglected, is
\begin{align}
\frac{1}{\tau_{\rm Auger}}
&=(N+\Delta n)[C_n(N+\Delta n)+C_p\Delta n]\nonumber\\
&=C_a\Delta n^2+N(2C_n+C_p)\Delta n+C_nN^2,
\end{align}
where $C_a=C_n+C_p$. Subtracting $C_a\Delta n^2$ alone leaves a slope $N(2C_n+C_p)$. This remainder is small compared with the removed slope $2C_a\Delta n$ when $\Delta n\gg N$.

\section{When the profile is not flat}

Surface recombination needs a diffusion flux, so the edge density is slightly below the mean. Let $D$ be the ambipolar diffusivity and $y$ the distance from the midplane. If the net bulk supply of pairs is nearly uniform, it equals $2F/W$, and
\begin{equation}
D\Delta n''=-\frac{2F}{W},\qquad
\Delta n(y)=n_s+\frac{F}{DW}\left(\frac{W^2}{4}-y^2\right),
\end{equation}
where $n_s$ is the edge density. The average of $y^2$ over the wafer is $W^2/12$, hence
\begin{equation}
\overline{\Delta n}-n_s=\frac{F}{DW}\left(\frac{W^2}{4}-\frac{W^2}{12}\right)
=\frac{FW}{6D}.
\end{equation}
For $\Delta n\gg N$, $F=\beta n_s^2$. Write $\bar n=\overline{\Delta n}$ and substitute $n_s\simeq\bar n-\beta\bar n^2W/(6D)$:
\begin{align}
F&\simeq\beta\bar n^2-\frac{\beta^2W\bar n^3}{3D},\\
\frac{2F}{W\bar n}&\simeq\frac{2\beta\bar n}{W}
-\frac{2\beta^2\bar n^2}{3D}.
\end{align}
The leading change in slope is therefore
\begin{equation}
\Delta m_D=-\frac{4\beta^2\bar n}{3D}.
\label{eq:diff}
\end{equation}
Relative to $m=2\beta/W$, it is $-2\beta\bar nW/(3D)$. Flatness thus requires $\beta\bar nW/D\ll1$; a thick wafer or a large $J_0$ violates it first. Equation \eqref{eq:diff} holds for equal faces and uniform generation. For unequal faces the same steps replace $\beta^2$ by $\beta_1^2-\beta_1\beta_2+\beta_2^2$, which at fixed sum is up to four times larger; light absorbed near one face changes the size of the correction and can reverse its sign.

\section{Worked example}

The parameters are round values: $W=180\ \mu\mathrm m$, $N=10^{14}\ \mathrm{cm^{-3}}$, $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $T_{\rm wafer}=300$ K. Each layer has $N_E=10^{19}\ \mathrm{cm^{-3}}$, $d=0.5\ \mu\mathrm m$, $n_{ie}^2=5n_i^2$, $D_E=1.5\ \mathrm{cm^2/s}$ and $S=1000$ cm/s. Its lifetime is $\tau_E=1/(C_EN_E^2)=25$ ns for $C_E=4\times10^{-31}\ \mathrm{cm^6/s}$.

These give $L=1.936\ \mu\mathrm m$, $d/L=0.258$ and $s=0.129$. In \eqref{eq:j0}, the prefactor $qn_{ie}^2/N_E$ is $8.01\times10^{-18}\ \mathrm{C/cm^3}$ and the remaining velocity is 2863 cm/s, so $J_0=22.94\ \mathrm{fA/cm^2}$. A numerical solution of the layer that keeps the nonlinear recombination rate and the full product $pn$, but still treats transport as hole diffusion with fixed $D_E$, was run at three levels. Its $J/u$ differed from this value by at most 0.0027\%, up to a wafer density of $4.6\times10^{16}\ \mathrm{cm^{-3}}$.

The predicted slope is
\begin{equation}
m=\frac{2(2.294\times10^{-14})}
{(1.602\times10^{-19})(10^{20})(0.018)}
=1.591\times10^{-13}\ \mathrm{cm^3/s}.
\end{equation}

For the wafer, take $D=18\ \mathrm{cm^2/s}$, $\tau_n=\tau_p=1$ ms with a midgap defect, $C_n=C_p=10^{-30}\ \mathrm{cm^6/s}$ and $B=5\times10^{-15}\ \mathrm{cm^3/s}$. At $\Delta n=10^{16}\ \mathrm{cm^{-3}}$, after subtracting only $C_a\Delta n^2$, the slope contributions in units of $10^{-15}\ \mathrm{cm^3/s}$ are:
\begin{center}
\begin{tabular}{lr}
Diffused surfaces & 159.1\\
Radiative recombination & 5.0\\
SRH remainder & $-0.25$\\
Auger remainder & 0.30\\
Finite diffusion & $-1.52$\\
Sum & 162.6
\end{tabular}
\end{center}
A numerical solution of diffusion and recombination across the wafer, using \eqref{eq:edge} at the faces, also gives 162.6. The edge density is 0.36\% below the midplane density.

The same solution supplies synthetic lifetimes at 11 densities from about $0.5$ to $1.5\times10^{16}\ \mathrm{cm^{-3}}$. Straight-line fits give the following $J_0$:
\begin{center}
\begin{tabular}{lr}
Subtracted from $1/\tau_{\rm eff}$ & $J_0$ (fA/cm$^2$)\\
Nothing & 29.2\\
$C_a\Delta n^2$ & 23.4\\
$C_a\Delta n^2+B\Delta n$ & 22.7\\
$1.1C_a\Delta n^2+B\Delta n$ & 22.1
\end{tabular}
\end{center}
With both corrections the fit is 1\% below the input. The diffusion, SRH and Auger remainders in the previous table sum to $-0.9\%$ of $m$ and account for most of this difference. A 10\% overestimate of $C_a$ lowers the result by a further $0.6\ \mathrm{fA/cm^2}$.

The fitted intercept is $529\ \mathrm{s^{-1}}$, although the limiting SRH rate is $1/(\tau_n+\tau_p)=500\ \mathrm{s^{-1}}$. The term $mN$ supplies $16\ \mathrm{s^{-1}}$. The straight-line fit to the weak SRH variation adds about 6, and the curvature from finite diffusion about 7. The intercept is therefore not the SRH rate alone.

\section{Intrinsic density and gap narrowing}

The slope determines $J_0/n_i^2$. Converting it to $J_0$ requires $n_i$ at the wafer temperature. With $n_i^2\propto T_{\rm wafer}^3e^{-E_g/kT_{\rm wafer}}$ and a fixed gap $E_g=1.12$ eV, an increase from 300 to 301 K raises $n_i^2$ by 16.6\%. Using a temperature 1 K too high thus raises the inferred $J_0$ by the same fraction.

The injected plasma also screens its own charges and narrows the gap. For $\Delta n\gg N$, linear screening in a medium of permittivity $\varepsilon$ gives $\kappa^2=2\Delta n\,q^2/(\varepsilon kT_{\rm wafer})$. The potential of a charge $Q$ is $Qe^{-\kappa r}/(4\pi\varepsilon r)$; removing the bare Coulomb potential leaves $-Q\kappa/(4\pi\varepsilon)$ at the charge. Grow all charges together as $\lambda q$, with $\lambda$ from 0 to 1. Since $\kappa$ scales as $\lambda$, the free energy per volume is
\begin{equation}
f=-2\Delta n\frac{q^2\kappa}{4\pi\varepsilon}\int_0^1\lambda^2d\lambda
=-\Delta n\frac{q^2\kappa}{6\pi\varepsilon}.
\end{equation}
Because $f\propto\Delta n^{3/2}$, adding one pair changes the energy by $3f/(2\Delta n)$. The narrowing is therefore
\begin{equation}
\Delta E_g=\frac{q^2\kappa}{4\pi\varepsilon},\qquad
a=\frac{\Delta E_g}{kT_{\rm wafer}}.
\end{equation}

In the wafer, $n_i^2$ becomes $n_i^2e^a$, so the surface rate is proportional to $\Delta n\,e^{-a}$. With $a\propto\sqrt{\Delta n}$, $da/d\Delta n=a/(2\Delta n)$ and
\begin{equation}
\frac{d}{d\Delta n}\left(\Delta n\,e^{-a}\right)
=\left(1-\frac a2\right)e^{-a}.
\end{equation}
At $10^{16}\ \mathrm{cm^{-3}}$ and relative permittivity 11.7, the screening length $1/\kappa$ is 29 nm, $\Delta E_g=4.3$ meV and the slope factor is 0.78. Using the unperturbed $n_i$ in \eqref{eq:slope} would then underestimate $J_0$ by about 22\%. Inserting $n_i^2e^a$ at this one density removes the exponential factor but leaves $1-a/2=0.92$. Within this estimate, the consistent procedure is to fit the corrected rate against $(N+\Delta n)e^{-a}$ and use the unperturbed $n_i$ in the conversion. The estimate omits exchange and other quantum effects; the synthetic lifetimes above do not include narrowing.

\section{Junction drop}

Equation \eqref{eq:edge} assumed a nearly constant $\Delta\mu$ across the junction. Let $\psi$ be the potential in units of $kT_{\rm wafer}/q$, rising towards the n-type layer. Neglecting $N$ and dopant charge in the transition, $n=\Delta n\,e^\psi$, $p=\Delta n\,e^{-\psi}$, and Poisson's equation is $\psi''=\kappa^2\sinh\psi$. Multiplying by $\psi'$ and integrating from the flat interior gives $\psi'=2\kappa\sinh(\psi/2)$. The hole current requires a drop $\int J\,dx/(qD_Ep)$ in $\Delta\mu/kT_{\rm wafer}$. After subtracting the ordinary bulk part, for which $p=\Delta n$, this is
\begin{align}
\eta&=\frac{J}{qD_E\Delta n}\int_0^{\psi_E}
\frac{e^\psi-1}{2\kappa\sinh(\psi/2)}\,d\psi\nonumber\\
&=\frac{J}{qD_E\Delta n}\frac{2}{\kappa}
\left(\sqrt{\frac{N_E}{\Delta n}}-1\right),
\end{align}
because the integrand is $e^{\psi/2}/\kappa$ and $e^{\psi_E}=N_E/\Delta n$. At $10^{16}\ \mathrm{cm^{-3}}$, $J=23.2\ \mathrm{mA/cm^2}$ and $\eta=0.17\%$. For small $\eta$ this estimates the relative drop in $pn$ from above. With the dopant charge kept at an abrupt junction, up to about $kT_{\rm wafer}/q$ of the potential step falls inside the layer and the wafer-side drop is about 0.10\%; the hole diffusivity on the wafer side is also several times $D_E$, which lowers it further. The drop is negligible here beside the uncertainty in $n_i$.

\section{Use with silicon wafers}

The example lies in the rough regime of lightly doped crystalline silicon near room temperature with passivated diffused faces. Its uniform layer is a simplification: real diffusions are graded. At $10^{19}\ \mathrm{cm^{-3}}$ the layer is also close to degeneracy, which lowers its $pn$ product by about 12\% and must be regarded as absorbed in $n_{ie}$; more heavily doped layers need Fermi-Dirac statistics for $J_0$. The constant Auger coefficients are also approximate. Once Auger and radiative recombination have been subtracted at high injection, the largest remaining error sized here comes from taking $n_i$ as independent of injection, about 22\% in $J_0$ by the screening estimate. This ranking holds for $J_0$ and $W$ near the example values. Errors in $C_a$ and $B$ shift $J_0$ by an amount independent of $J_0$ but proportional to $W$ (and, for $C_a$, to the densities fitted), 0.6 to $0.7\ \mathrm{fA/cm^2}$ in the cases sized here, and become as large as the narrowing error near $J_0=3\ \mathrm{fA/cm^2}$ at $W=180\ \mu\mathrm m$ and near $5\ \mathrm{fA/cm^2}$ at $300\ \mu\mathrm m$. The round $C_a$ of the example is itself about 20\% above the value near $1.66\times10^{-30}\ \mathrm{cm^6/s}$ commonly used for silicon. A 1 K temperature error is of similar size: 17\% for a fixed gap and about 18\% for silicon, whose gap shrinks with temperature.

To apply the result, choose densities at which the SRH slope \eqref{eq:srh} is small compared with $m$ and $\beta\Delta nW/D$ is small; if the light is absorbed near one face, $W^2/[D(\tau_n+\tau_p)]$ must be small as well. Densities well above $N$ are not enough: with $N=10^{15}\ \mathrm{cm^{-3}}$ and $\tau_n=\tau_p=0.1$ ms, the density window of the example gives a $J_0$ that is 16\% low after subtracting $C_a\Delta n^2+B\Delta n$ (18\% with the full Auger rate) while the points leave the line by only 4\% of its range, and the relative error grows as $J_0$ falls. The first two conditions are not enough under one-sided absorption either: with $W=300\ \mu\mathrm m$, $N=10^{13}\ \mathrm{cm^{-3}}$, $\tau_n=\tau_p=50\ \mu\mathrm s$ and an absorption coefficient of $10^3\ \mathrm{cm^{-1}}$, both hold and the plot is straight to 0.3\% of its range, yet $W^2/[D(\tau_n+\tau_p)]=0.5$ and $J_0$ comes out 9\% high. Subtract Auger and radiative rates, plot the remainder against $(N+\Delta n)e^{-a}$ so that gap narrowing is included, check that this plot is straight, and convert its slope with the unperturbed $n_i$ at the measured wafer temperature. Quote that $n_i$ with the result: the values $10^{10}$ and $9.65\times10^{9}\ \mathrm{cm^{-3}}$, both in use for silicon at 300 K, differ by 7\% in $n_i^2$ and hence in $J_0$. Straightness alone does not validate the radiative correction, because an error in $B$ changes the slope while bending the line very little. In a real wafer much of the emitted light is reabsorbed, so the net radiative coefficient is smaller than $B$; subtracting the full $B$ then lowers $J_0$ by up to $0.7\ \mathrm{fA/cm^2}$, or 3\%, in the fit against $\Delta n$ of the example, and by up to $0.9\ \mathrm{fA/cm^2}$, or 4\%, in the fit against $(N+\Delta n)e^{-a}$ with constant $B$. The numerical output following this text gives the remaining digits.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 300 K
Wafer thickness W: 180 um
Wafer doping N: 1e+14 cm^-3
Intrinsic density ni: 1e+10 cm^-3
Ambipolar diffusivity: 18 cm2/s
SRH tau_n: 1 ms
SRH tau_p: 1 ms
Auger Cn (= Cp): 1e-30 cm6/s
Ambipolar Auger Ca: 2e-30 cm6/s
Radiative B: 5e-15 cm3/s
Band gap: 1.12 eV
Relative permittivity: 11.7
Layer doping NE: 1e+19 cm^-3
Layer depth: 0.5 um
Layer nie^2/ni^2: 5
Layer hole diffusivity: 1.5 cm2/s
Layer outer-face velocity S: 1000 cm/s
Layer Auger coefficient: 4e-31 cm6/s
Layer hole lifetime: 25 ns
Layer diffusion length: 1.936 um
J0 per face, formula: 22.94 fA/cm2
Layer test, top wafer density: 4.62e+16 cm^-3
Layer test, largest J0 deviation: 0.0027 %
Kane-Swanson slope: 1.591e-13 cm3/s
Flat test low injection, ratio: 1.000000
Flat test high injection, ratio: 1.000000
Reference excess density: 1e+16 cm^-3
Face recombination current there: 23.17 mA/cm2
Effective lifetime there: 425.1 us
Edge/midplane density there: 0.99641
Slope from SRH remainder: -2.47e-16 cm3/s
Slope from Auger-doping remainder: 3e-16 cm3/s
Slope from finite diffusion: -1.52e-15 cm3/s
Sum of slope contributions: 1.6261e-13 cm3/s
Slope from wafer solution: 1.6261e-13 cm3/s
dn 4.997e+15 cm^-3: 1/tau 1390.7 s^-1, corrected 1315.8 s^-1
dn 9.988e+15 cm^-3: 1/tau 2352.6 s^-1, corrected 2103.1 s^-1
dn 1.497e+16 cm^-3: 1/tau 3410.7 s^-1, corrected 2887.4 s^-1
Fitted J0, no correction: 29.2 fA/cm2
Fitted J0, Auger removed: 23.44 fA/cm2
Fitted J0, Auger+radiative removed: 22.72 fA/cm2
Fitted slope, both removed: 1.576e-13 cm3/s
Fitted intercept, both removed: 529 s^-1
High-injection SRH rate: 500 s^-1
Fitted J0, Ca 10% too large: 22.14 fA/cm2
ni^2 rise for 1 K: 16.6 %
Junction pn drop: 0.17 %
Plasma screening length: 28.9 nm
Plasma gap narrowing estimate: 4.26 meV
Surface-slope factor from narrowing: 0.778
\end{verbatim}
